# Predictor-corrector Schrödinger-Poisson iteration: when it converges and how to set it: a program that tests the result

```python
"""Predictor-corrector iteration for the Schrodinger-Poisson problem.

Result under test: let U be the band-edge energy, A = -d/dx eps_r d/dx,
c = e^2/eps0, X = -dn/dU the full quantum response, and P the local response
obtained by shifting each subband energy by the local change of U.
Plain iteration has error matrix -A^-1 c X and can diverge.  The
predictor-corrector has error matrix (A + cP)^-1 c(P - X); for parabolic
two-dimensional subbands X <= 2P, so its eigenvalues lie in (-1, 1).
A line search on a convex energy J makes the scheme safe far from the solution.
Units inside the program: nm, eV; the Fermi level is zero.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import expit, spence

HB2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
COUL = sc.e / sc.epsilon_0 * 1e9                    # e^2/eps0, eV nm
KB = sc.k / sc.e                                    # eV/K

# Rough typical silicon and oxide parameters, and chosen geometry and bias
T_SI, T_OX, U_GATE = 8.0, 1.0, -0.6
EPS_SI, EPS_OX = 11.7, 3.9
M_HEAVY, M_LIGHT = 0.92, 0.19
BARRIER, M_OX, ALPHA, BREAKDOWN = 3.1, 0.5, 0.5, 10.0
# each ladder: (confinement mass, density-of-states mass, valley count)
LADDERS = [(M_HEAVY, M_LIGHT, 2),
           (M_LIGHT, np.sqrt(M_LIGHT * M_HEAVY), 4)]


def fermi_integral_one(x):
    """Integral of ln(1+exp(y)) for y from minus infinity to x."""
    tail = spence(1 + np.exp(-np.abs(x)))
    return np.where(x > 0, np.pi**2 / 6 + x**2 / 2 + tail, -tail)


class Channel:
    def __init__(self, h, temperature):
        self.h, self.kt = h, KB * temperature
        n_ox, n_si = round(T_OX / h), round(T_SI / h)
        eps = np.r_[np.full(n_ox, EPS_OX), np.full(n_si, EPS_SI),
                    np.full(n_ox, EPS_OX)]
        self.x = h * np.arange(1, len(eps))
        off = -eps[1:-1] / h**2
        self.A = (np.diag((eps[:-1] + eps[1:]) / h**2)
                  + np.diag(off, 1) + np.diag(off, -1))
        self.b = np.zeros(len(self.x))
        self.b[0] = self.b[-1] = EPS_OX * U_GATE / h**2
        self.si = np.arange(n_ox, n_ox + n_si - 1)   # nodes inside the body
        self.flat = np.full(len(self.x), U_GATE)

    def states(self, U):
        out = []
        for mz, md, valleys in LADDERS:
            t = HB2M / (mz * self.h**2)
            energy, psi = eigh_tridiagonal(2 * t + U[self.si],
                                           np.full(len(self.si) - 1, -t))
            dos = valleys * md / (2 * np.pi * HB2M)  # both spins, 1/(eV nm^2)
            out.append((dos, energy, psi))
        return out

    def density(self, states, shift=None):
        """Density and minus its local slope, with locally shifted subbands."""
        if shift is None:
            shift = np.zeros(len(self.si))
        n, slope = np.zeros(len(self.si)), np.zeros(len(self.si))
        for dos, energy, psi in states:
            arg = -(energy[None, :] + shift[:, None]) / self.kt
            weight = dos * psi**2 / self.h
            n += np.sum(weight * self.kt * np.logaddexp(0, arg), axis=1)
            slope += np.sum(weight * expit(arg), axis=1)
        return n, slope

    def residual(self, U, states):
        r = self.A @ U - self.b
        r[self.si] -= COUL * self.density(states)[0]
        return r

    def energy(self, U, states):
        phi = sum(np.sum(dos * self.kt**2 * fermi_integral_one(-e / self.kt))
                  for dos, e, _ in states)
        return 0.5 * U @ self.A @ U - self.b @ U + COUL / self.h * phi

    def predict(self, U_old, states, start):
        """Newton solution of the nonlinear Poisson equation, states frozen."""
        U, steps = start.copy(), []
        for _ in range(300):
            n, slope = self.density(states, (U - U_old)[self.si])
            r = self.A @ U - self.b
            r[self.si] -= COUL * n
            jac = self.A.copy()
            jac[self.si, self.si] += COUL * slope
            step = -np.linalg.solve(jac, r)
            U = U + step
            steps.append(step)
            if np.max(np.abs(step)) < 1e-10:
                return U, steps
        raise RuntimeError("inner Newton iteration did not converge")

    def solve(self, U):
        states = self.states(U)
        J = self.energy(U, states)
        changes, newton, halvings = [], [], 0
        for _ in range(400):
            target, steps = self.predict(U, states, U)
            d = target - U
            descent = self.residual(U, states) @ d
            s = 1.0
            while True:
                trial = U + s * d
                trial_states = self.states(trial)
                J_trial = self.energy(trial, trial_states)
                # the last term allows for rounding in J
                if J_trial <= J + 1e-4 * s * descent + 1e-10:
                    break
                s /= 2
                halvings += 1
                assert s > 1e-8
            U, states, J = trial, trial_states, J_trial
            changes.append(np.max(np.abs(d)))
            newton.append(len(steps))
            if changes[-1] < 1e-9:
                return U, states, changes, newton, halvings
        raise RuntimeError("outer iteration did not converge")

    def responses(self, states):
        """Full response X and local response P as matrices on all nodes."""
        size = len(self.x)
        X, P = np.zeros((size, size)), np.zeros((size, size))
        for dos, e, psi in states:
            N = dos * self.kt * np.logaddexp(0, -e / self.kt)
            gap = e[:, None] - e[None, :]
            close = np.abs(gap) < 1e-7
            middle = (e[:, None] + e[None, :]) / 2
            g = np.where(close, dos * expit(-middle / self.kt),
                         -(N[:, None] - N[None, :]) / np.where(close, 1, gap))
            pair = (psi[:, :, None] * psi[:, None, :]).reshape(len(e), -1)
            X[np.ix_(self.si, self.si)] += (pair * g.ravel()) @ pair.T / self.h
        P[self.si, self.si] = self.density(states)[1]
        return X, P


dev = Channel(0.1, 300.0)
U, states, changes, newton, halvings = dev.solve(dev.flat)
n, slope = dev.density(states)
sheet = np.sum(n) * dev.h

# Gauss's law: flux through both oxides against the recomputed quantum charge
flux = EPS_OX * ((U[0] - U_GATE) + (U[-1] - U_GATE)) / dev.h / COUL
assert abs(flux / sheet - 1) < 1e-6

# Full response against finite differences of the quantum density
X, P = dev.responses(states)
probe = np.sin(1.3 * dev.x) + 0.5 * np.cos(0.4 * dev.x)
delta = 5e-5
n_plus = dev.density(dev.states(U + delta * probe))[0]
n_minus = dev.density(dev.states(U - delta * probe))[0]
direct = (n_plus - n_minus) / (2 * delta)
formula = -(X @ probe)[dev.si]
err_response = np.max(np.abs(direct - formula)) / np.max(np.abs(formula))
assert err_response < 1e-3

# A uniform shift of the channel is predicted without error
exact_shifted = dev.density(dev.states(U + 0.03))[0]
predicted = dev.density(states, np.full(len(dev.si), 0.03))[0]
assert np.max(np.abs(exact_shifted - predicted)) < 1e-9 * np.max(n)

# The gradient of the convex energy is the true Poisson residual
J_plus, J_minus = [dev.energy(W, dev.states(W)) for W in
                   (dev.flat + delta * probe, dev.flat - delta * probe)]
gradient = dev.residual(dev.flat, dev.states(dev.flat)) @ probe
assert abs((J_plus - J_minus) / (2 * delta) / gradient - 1) < 1e-3

# Inner Newton: same answer from remote starts, rising after the first step
inner_counts = []
for level in (1.0, -3.0):
    W, steps = dev.predict(U, states, np.full(len(U), level))
    assert np.max(np.abs(W - U)) < 1e-7
    assert all(np.min(s) > -1e-9 for s in steps[1:])
    inner_counts.append(len(steps))

# Linearized outer map against the real nonlinear map
M = np.linalg.solve(dev.A + COUL * P, COUL * (P - X))
mu, modes = eigh(COUL * (P - X), dev.A + COUL * P)
k = np.argmax(np.abs(mu))
dominant = modes[:, k] / np.max(np.abs(modes[:, k]))
for v in (probe, dominant):
    ends = [dev.predict(W, dev.states(W), W)[0]
            for W in (U + delta * v, U - delta * v)]
    measured = (ends[0] - ends[1]) / (2 * delta)
    assert np.max(np.abs(measured - M @ v)) < 3e-3 * np.max(np.abs(M @ v))
measured_rate = (measured @ dominant) / (dominant @ dominant)

# Plain iteration: linear growth, and the large cycle from the flat start
A_inv = np.linalg.inv(dev.A)


def plain_map(W):
    source = dev.b.copy()
    source[dev.si] += COUL * dev.density(dev.states(W))[0]
    return A_inv @ source


lam, plain_modes = eigh(COUL * X, dev.A)
lam_max = lam[-1]
v = plain_modes[:, -1] / np.max(np.abs(plain_modes[:, -1]))
growth = (plain_map(U + delta * v) - plain_map(U - delta * v)) / (2 * delta)
growth_rate = (growth @ v) / (v @ v)
assert lam_max > 1 and abs(growth_rate / -lam_max - 1) < 3e-3
W = dev.flat.copy()
for _ in range(30):
    W_next = plain_map(W)
    plain_jump = np.max(np.abs(W_next - W))
    W = W_next
assert plain_jump > 0.1

# Damped plain mixing gives an independent solution of the same problem
omega = 1 / (1 + lam_max)
W = dev.flat.copy()
for mixing_count in range(1, 5001):
    d = plain_map(W) - W
    W = W + omega * d
    if np.max(np.abs(d)) < 1e-9:
        break
mix_difference = np.max(np.abs(W - U))
assert mix_difference < 1e-7
assert len(changes) < mixing_count

print("kT at 300 K: %.5f eV" % dev.kt)
print("body, each oxide, grid step: %.1f, %.1f, %.2f nm" % (T_SI, T_OX, dev.h))
print("gate boundary value of U: %.2f eV" % U_GATE)
print("relative permittivity, body and oxide: %.1f, %.1f" % (EPS_SI, EPS_OX))
print("rough masses, heavy and light: %.2f, %.2f m0" % (M_HEAVY, M_LIGHT))
for i, (change, count) in enumerate(zip(changes[:12], newton[:12]), 1):
    print("outer %2d: max predictor step %.3e eV, Newton steps %d"
          % (i, change, count))
print("outer iterations in all: %d; step halvings: %d"
      % (len(changes), halvings))
print("sheet density: %.4e cm^-2" % (sheet * 1e14))
print("U at oxide interface, body centre: %.4f, %.4f eV"
      % (U[dev.si[0] - 1], U[len(U) // 2]))
for name, (dos, e, psi) in zip(("2-valley", "4-valley"), states):
    share = np.sum(dos * dev.kt * np.logaddexp(0, -e / dev.kt)) / sheet
    print("%s ladder: E1, E2, E3 = %.4f, %.4f, %.4f eV; share %.1f %%"
          % (name, e[0], e[1], e[2], 100 * share))
print("plain iteration: lambda %.3f, measured factor %.3f"
      % (lam_max, growth_rate))
print("plain iteration from flat start, step 30 jump: %.2f eV" % plain_jump)
print("damping limit 2/(1+lambda): %.4f; used: %.4f"
      % (2 / (1 + lam_max), omega))
print("damped mixing iterations: %d; difference in U: %.1e eV"
      % (mixing_count, mix_difference))
print("dominant outer eigenvalue: %.5f, measured %.5f" % (mu[k], measured_rate))
print("response formula, relative error: %.1e" % err_response)
print("Newton steps from U = +1 and -3 eV: %d, %d" % tuple(inner_counts))

# Stability inequality and convergence as the temperature falls
for temperature in (300.0, 77.0, 10.0):
    cold = Channel(0.1, temperature)
    Uc, sc_states, ch, _, halved = cold.solve(cold.flat)
    Xc, Pc = cold.responses(sc_states)
    scale = np.max(Pc)
    low_two = np.linalg.eigvalsh(2 * Pc - Xc)[0] / scale
    low_one = np.linalg.eigvalsh(Pc - Xc)[0] / scale
    rates = eigh(COUL * (Pc - Xc), cold.A + COUL * Pc, eigvals_only=True)
    plain = eigh(COUL * Xc, cold.A, eigvals_only=True)[-1]
    assert low_two > -1e-9
    assert -1 < rates[0] and rates[-1] < 1
    print("%3.0f K: outer %d, halvings %d, plain lambda %.2f"
          % (temperature, len(ch), halved, plain))
    print("   outer eigenvalues %.4f to %.4f; min eig (P-X)/max P %.1e"
          % (rates[0], rates[-1], low_one))

# One-dimensional subbands: the pair inequality behind X <= 2P can fail
s = np.linspace(0, 15, 30001)
ds = s[1] - s[0]


def wire_count(eta):
    f = expit(eta - s**2)
    return 2 * ds * (np.sum(f) - 0.5 * (f[0] + f[-1]))


eta_low, eta_high = 40.0, -4.0
mean_slope = (wire_count(eta_low) - wire_count(eta_high)) / (eta_low - eta_high)
end_slopes = sum((wire_count(e + 1e-3) - wire_count(e - 1e-3)) / 2e-3
                 for e in (eta_low, eta_high))
assert mean_slope > end_slopes
print("wire levels at -40 kT and +4 kT: g %.4f, G sum %.4f (reduced units)"
      % (mean_slope, end_slopes))

# Grid error
fine = Channel(0.05, 300.0)
U_fine, fine_states, _, _, _ = fine.solve(fine.flat)
sheet_fine = np.sum(fine.density(fine_states)[0]) * fine.h
assert abs(sheet_fine / sheet - 1) < 0.01
print("sheet density change on halving the grid step: %.3f %%"
      % (100 * (sheet_fine / sheet - 1)))

# Sizes of neglected effects, evaluated in the converged potential
length = T_SI + 2 * T_OX
x_full = np.r_[0, dev.x, length]
U_full = np.r_[U_GATE, U, U_GATE]
hf = 0.02
edges = round(length / hf)
xf = hf * np.arange(1, edges)
Uf = np.interp(xf, x_full, U_full)
n_ox = round(T_OX / hf)
n_si = round(T_SI / hf)
body = slice(n_ox, n_ox + n_si - 1)
for name, (mz, _, _) in zip(("2-valley", "4-valley"), LADDERS):
    t = HB2M / (mz * hf**2)
    hard = eigh_tridiagonal(2 * t + Uf[body], np.full(n_si - 2, -t),
                            select="i", select_range=(0, 0))[0][0]
    mass = np.r_[np.full(n_ox, M_OX), np.full(n_si, mz), np.full(n_ox, M_OX)]
    te = HB2M / (mass * hf**2)
    wall = np.full(len(xf), BARRIER)
    wall[body] = 0
    wall[n_ox - 1] = wall[n_ox + n_si - 1] = BARRIER / 2
    soft = eigh_tridiagonal(te[:-1] + te[1:] + Uf + wall, -te[1:-1],
                            select="i", select_range=(0, 0))[0][0]
    print("%s E1 shift from oxide penetration: %.2f meV"
          % (name, 1e3 * (soft - hard)))
for name, (_, e, psi) in zip(("2-valley", "4-valley"), states):
    kinetic_sq = np.sum(psi[:, 0]**2 * (e[0] - U[dev.si])**2)
    print("%s E1 nonparabolic shift, rough: %.2f meV"
          % (name, -1e3 * ALPHA * kinetic_sq))
exchange = COUL / (4 * np.pi * EPS_SI) * (3 * np.max(n) / (2 * np.pi))**(1 / 3)
print("peak density %.3e cm^-3; local exchange, rough: %.1f meV"
      % (np.max(n) * 1e21, -1e3 * exchange))
field = 10 * (U[0] - U_GATE) / dev.h
print("oxide field: %.2f MV/cm; rough breakdown field: %.0f MV/cm"
      % (field, BREAKDOWN))
E1 = states[0][1][0]
x_ox = (np.arange(200) + 0.5) * T_OX / 200
height = BARRIER + np.interp(x_ox, x_full, U_full) - E1
assert np.min(height) > 0
transmission = np.exp(-2 * T_OX * np.mean(np.sqrt(M_OX * height / HB2M)))
attempt = (E1 - np.min(U[dev.si])) * sc.e / sc.h
leak = sc.e * 0.5 * sheet * 1e14 * attempt * transmission
print("WKB oxide transmission: %.1e; leakage per gate, rough: %.0e A/cm^2"
      % (transmission, leak))
print("all good")
```

Running it gives:

```
kT at 300 K: 0.02585 eV
body, each oxide, grid step: 8.0, 1.0, 0.10 nm
gate boundary value of U: -0.60 eV
relative permittivity, body and oxide: 11.7, 3.9
rough masses, heavy and light: 0.92, 0.19 m0
outer  1: max predictor step 6.197e-01 eV, Newton steps 9
outer  2: max predictor step 1.449e-02 eV, Newton steps 4
outer  3: max predictor step 1.427e-03 eV, Newton steps 4
outer  4: max predictor step 2.427e-04 eV, Newton steps 3
outer  5: max predictor step 4.029e-05 eV, Newton steps 3
outer  6: max predictor step 6.770e-06 eV, Newton steps 3
outer  7: max predictor step 1.150e-06 eV, Newton steps 2
outer  8: max predictor step 1.966e-07 eV, Newton steps 2
outer  9: max predictor step 3.376e-08 eV, Newton steps 2
outer 10: max predictor step 5.813e-09 eV, Newton steps 2
outer 11: max predictor step 1.002e-09 eV, Newton steps 2
outer 12: max predictor step 1.730e-10 eV, Newton steps 2
outer iterations in all: 12; step halvings: 0
sheet density: 1.6880e+13 cm^-2
U at oxide interface, body centre: -0.2084, 0.0266 eV
2-valley ladder: E1, E2, E3 = -0.0240, -0.0232, 0.0375 eV; share 67.6 %
4-valley ladder: E1, E2, E3 = 0.0297, 0.0931, 0.2439 eV; share 32.4 %
plain iteration: lambda 15.428, measured factor -15.428
plain iteration from flat start, step 30 jump: 65.24 eV
damping limit 2/(1+lambda): 0.1217; used: 0.0609
damped mixing iterations: 234; difference in U: 8.6e-10 eV
dominant outer eigenvalue: 0.17286, measured 0.17286
response formula, relative error: 5.0e-08
Newton steps from U = +1 and -3 eV: 9, 10
300 K: outer 12, halvings 0, plain lambda 15.43
   outer eigenvalues -0.0000 to 0.1729; min eig (P-X)/max P -2.9e-18
 77 K: outer 15, halvings 0, plain lambda 23.40
   outer eigenvalues -0.0000 to 0.3292; min eig (P-X)/max P -3.9e-17
 10 K: outer 21, halvings 0, plain lambda 36.92
   outer eigenvalues -0.0000 to 0.5390; min eig (P-X)/max P -1.8e-16
wire levels at -40 kT and +4 kT: g 0.2867, G sum 0.1899 (reduced units)
sheet density change on halving the grid step: -0.015 %
2-valley E1 shift from oxide penetration: -7.29 meV
4-valley E1 shift from oxide penetration: -16.46 meV
2-valley E1 nonparabolic shift, rough: -2.10 meV
4-valley E1 nonparabolic shift, rough: -1.38 meV
peak density 3.978e+19 cm^-3; local exchange, rough: -32.8 meV
oxide field: 3.92 MV/cm; rough breakdown field: 10 MV/cm
WKB oxide transmission: 6.5e-06; leakage per gate, rough: 4e+02 A/cm^2
all good
```
